# From fracture toughness to critical stress intensity in a low-k film

## Problem

A dense organosilicate low-k film has toughness $G_c=5\ \mathrm{J/m^2}$ and plane-strain modulus $E'=10$ GPa. These are rough typical values. A sharp crack lies inside the film and is pulled open symmetrically (mode I). At what stress intensity $K_c$ does it advance?

**Conventions.** The film is treated as homogeneous, isotropic and linearly elastic. The crack occupies the negative $x$ axis, its tip is at the origin, and $y$ is normal to its plane. The stress intensity $K$ is defined by the stress at a small distance $r$ ahead of the tip,

$$\sigma_{yy}=\frac{K}{\sqrt{2\pi r}} .$$

The energy release rate $G$ is the potential energy released per unit of new crack area, where the two faces together count as one area. The crack advances when $G=G_c$.

## Hints

1. Plane strain means that the strain along the crack front vanishes. What ratio of stress to strain does this give for a pull along $y$?
2. The stress ahead of the tip varies as $r^{-1/2}$. How does the opening behind the tip vary with distance?
3. Imagine pulling a short length of crack shut. The work per area needed for this is $G$.
4. Before taking a square root, write the product of the two given quantities in newtons and metres.

## Solution

### The plane-strain modulus

Let $E$ be Young's modulus, $\nu$ Poisson's ratio, and 3 the direction along the crack front. Setting $\varepsilon_{33}=0$ in Hooke's law gives $\sigma_{33}=\nu(\sigma_{xx}+\sigma_{yy})$. For a pull along $y$ with $\sigma_{xx}=0$,

$$\varepsilon_{yy}=\frac{\sigma_{yy}-\nu\sigma_{33}}{E}=\frac{1-\nu^2}{E}\,\sigma_{yy},
\qquad E'=\frac{E}{1-\nu^2}.$$

The given 10 GPa is already $E'$, so no further factor of $\nu$ enters.

### Elastic fields around the crack

Let $\zeta=x+iy$, let $Z(\zeta)$ be an analytic function that is real ahead of the tip, and let $W'=Z$. With the shear modulus $\mu=E/[2(1+\nu)]$, take the displacements

$$2\mu u_x=(1-2\nu)\,\mathrm{Re}\,W-y\,\mathrm{Im}\,Z,$$
$$2\mu u_y=2(1-\nu)\,\mathrm{Im}\,W-y\,\mathrm{Re}\,Z .$$

For any analytic $f$, $\partial_y\mathrm{Re}f=-\mathrm{Im}f'$ and $\partial_y\mathrm{Im}f=\mathrm{Re}f'$. Therefore

$$2\mu\varepsilon_{xx}=(1-2\nu)\mathrm{Re}Z-y\,\mathrm{Im}Z',$$
$$2\mu\varepsilon_{yy}=(1-2\nu)\mathrm{Re}Z+y\,\mathrm{Im}Z',$$
$$2\mu(\partial_yu_x+\partial_xu_y)=-2y\,\mathrm{Re}Z' .$$

In the last line the terms in $\mathrm{Im}Z$ have coefficients $-(1-2\nu)-1+2(1-\nu)=0$.

Hooke's law adds to each normal stress the term $\lambda(\varepsilon_{xx}+\varepsilon_{yy})$, with $\lambda=2\mu\nu/(1-2\nu)$. This term equals $2\nu\,\mathrm{Re}Z$, so

$$\sigma_{xx}=\mathrm{Re}Z-y\,\mathrm{Im}Z',\quad
\sigma_{yy}=\mathrm{Re}Z+y\,\mathrm{Im}Z',\quad
\sigma_{xy}=-y\,\mathrm{Re}Z' .$$

These stresses balance:

$$\partial_x\sigma_{xx}+\partial_y\sigma_{xy}=\mathrm{Re}Z'-y\,\mathrm{Im}Z''-\mathrm{Re}Z'+y\,\mathrm{Im}Z''=0,$$
$$\partial_x\sigma_{xy}+\partial_y\sigma_{yy}=-y\,\mathrm{Re}Z''-\mathrm{Im}Z'+\mathrm{Im}Z'+y\,\mathrm{Re}Z''=0 .$$

Now try $Z=C\zeta^p$ with real $C$. On the faces, $\zeta=re^{\pm i\pi}$ and $y=0$. The shear stress vanishes there, and the normal stress is $Cr^p\cos p\pi$. Free faces require $\cos p\pi=0$, so $p$ is half of an odd integer. The energy density varies as $r^{2p}$, and its integral over area, $\int r^{2p+1}dr$, is finite at the tip if $p>-1$. Within this family of powers, the one singular term left is $p=-1/2$, in agreement with the definition of $K$. Matching the stress ahead of the tip gives

$$Z=\frac{K}{\sqrt{2\pi\zeta}},\qquad W=2K\sqrt{\frac{\zeta}{2\pi}} .$$

A uniform stress $\sigma_{xx}$ may be added. It leaves the faces free, and its $u_y$ is proportional to $y$, so it does not change the opening.

### Opening behind the tip

At distance $s$ behind the tip, $\sqrt\zeta=i\sqrt s$ on the upper face. Since $y=0$ there,

$$u_y=\frac{1-\nu}{\mu}\,\mathrm{Im}W .$$

The prefactor is $(1-\nu)\cdot2(1+\nu)/E=2/E'$. Hence $u_y=(4K/E')\sqrt{s/2\pi}$. The lower face moves equally far the other way, and the opening is

$$\delta(s)=\frac{8K}{E'}\sqrt{\frac{s}{2\pi}} .$$

### Energy release

Let the crack advance by a short length $D$, then pull the new length shut. At distance $r$ from the old tip, the opening to be closed is $\delta(D-r)$. The traction there grows from zero to the stress before the advance, $K/\sqrt{2\pi r}$. The response is linear, so the work per area is half of final traction times opening. This work restores the potential energy that the advance released. As $D\to0$, the change of $K$ during the advance drops out, and

$$G=\frac1{2D}\int_0^D\frac{K}{\sqrt{2\pi r}}\,
\frac{8K}{E'}\sqrt{\frac{D-r}{2\pi}}\,dr
=\frac{2K^2}{\pi E'D}\int_0^D\sqrt{\frac{D-r}{r}}\,dr .$$

Substitute $r=D\sin^2\varphi$, so that $dr=2D\sin\varphi\cos\varphi\,d\varphi$ and the root becomes $\cos\varphi/\sin\varphi$. The integral is

$$2D\int_0^{\pi/2}\cos^2\varphi\,d\varphi=\frac{\pi D}{2},$$

and therefore

$$G=\frac{K^2}{E'},\qquad K_c=\sqrt{G_cE'} .$$

The positive root is taken because an open crack has $K>0$.

Poisson's ratio has disappeared except through $E'$. Numerical integration of the closing work, with the unrounded $K=\sqrt{G_cE'}$ and $E'=10$ GPa, returns $5.00000\ \mathrm{J/m^2}$ for both $\nu=0.25$ and $\nu=0.40$.

### Numbers and units

Since $1\ \mathrm{J/m^2}=1\ \mathrm{N/m}$ and $1\ \mathrm{Pa}=1\ \mathrm{N/m^2}$,

$$G_cE'=(5\ \mathrm{N/m})(10^{10}\ \mathrm{N/m^2})=5\times10^{10}\ \mathrm{N^2/m^3}.$$

The root has the unit $\mathrm{N/m^{3/2}}=\mathrm{Pa\,\sqrt m}$:

$$K_c=2.24\times10^5\ \mathrm{Pa\,\sqrt m}=0.22\ \mathrm{MPa\,\sqrt m}.$$

The counting of area matters. If $5\ \mathrm{J/m^2}$ were the energy of each new face, $G_c$ would be twice as large and $K_c$ larger by a factor $\sqrt2$.

### Where the elastic picture stops

At 1 nm from the tip the formulas give a stress of 2.8 GPa and an opening of 2.3 nm. Since $u_y$ is half the opening and varies as $\sqrt s$, the slope of the upper face there is $u_y/(2s)\approx0.56$. Linear elasticity assumes slopes much smaller than 1, so these values are not predictions of what happens there.

The slope at distance $s$ behind the tip equals $2\sigma_{yy}/E'$, with $\sigma_{yy}$ taken at the same distance ahead, so it falls only as $s^{-1/2}$: it is 0.20 at 8 nm and 0.10 at 32 nm. A second scale comes from the finite strength of the material. Find where the elastic stress equals a local strength $\sigma_s$:

$$\frac{K_c}{\sqrt{2\pi r_s}}=\sigma_s
\quad\Rightarrow\quad
r_s=\frac{K_c^2}{2\pi\sigma_s^2}.$$

An assumed strength of 1 GPa gives $r_s=8$ nm, and 0.5 GPa gives 32 nm. For a film 500 nm thick these are 1.6% and 6.4% of the thickness. The estimate ignores how load is redistributed once the stress is capped. The load shed near the tip must be carried farther ahead, so the zone can be longer than $r_s$, which gives a scale and not a boundary. In the strip model, where the stress on the crack line is held at $\sigma_s$ over a length $L$ chosen to cancel the singularity, $L=\pi K_c^2/(8\sigma_s^2)\approx2.5\,r_s$: 20 nm for 1 GPa and 79 nm for 0.5 GPa, or 4% and 16% of the thickness. The conversion is sound when this zone is small compared with the crack length and with the distances to other cracks, surfaces and interfaces. For a strength of 0.5 GPa the 500 nm film is already marginal, since 79 nm is about a third of the distance from the mid-plane to an interface. A thinner film, or a lower local strength at the same $K_c$, makes the conversion more doubtful.

### Comparison with real films

The modulus and toughness used here are rough inputs, not measurements on a particular film; a porous film needs its own values. Real interconnects depart from the model in several ways, of which two are named here. First, water can react with strained bonds at the tip and let a crack grow at a lower $G$; the second variation works out what an assumed reduction does to $K$. Second, cracks may run along an interface. The two sides then generally have different stiffness and open by different amounts, so the relation derived here cannot be applied to an adhesion energy without change. That correction is not evaluated here.

## Variation 1: what stress breaks a cracked body?

**Question.** A crack of length $2a=500$ nm lies in an unbounded body of the same material, under remote tension $S$ normal to the crack. At what $S$ does it grow?

**Solution.** Put the origin at the centre of the crack and take

$$Z=\frac{S\zeta}{\sqrt{\zeta^2-a^2}},\qquad W=S\sqrt{\zeta^2-a^2}.$$

Far away $Z\to S$. On the crack $Z$ is imaginary, so the faces are free. This solution also has a remote tension $S$ along $x$, which can be removed by a uniform $\sigma_{xx}$ without changing the opening. At a small distance $r$ ahead of the right tip, $\zeta^2-a^2\approx2ar$, and

$$\sigma_{yy}\approx S\sqrt{\frac{a}{2r}}=\frac{S\sqrt{\pi a}}{\sqrt{2\pi r}},
\qquad K=S\sqrt{\pi a}.$$

Setting $K=K_c$ with $a=250$ nm,

$$S=\frac{2.236\times10^5\ \mathrm{Pa\,\sqrt m}}{\sqrt{\pi(2.5\times10^{-7}\ \mathrm m)}}\approx 250\ \mathrm{MPa}.$$

The total energy offers a second route to $G$. The opening is $2(2/E')\,\mathrm{Im}W=(4S/E')\sqrt{a^2-x^2}$, and closing the whole crack takes, per unit thickness,

$$U=\frac S2\int_{-a}^{a}\frac{4S}{E'}\sqrt{a^2-x^2}\,dx
=\frac{2S^2}{E'}\,\frac{\pi a^2}{2}=\frac{\pi S^2a^2}{E'} .$$

Growth by $da$ at both ends adds a length $2\,da$. At fixed $S$,

$$G=\frac12\frac{dU}{da}=\frac{\pi S^2a}{E'}=\frac{K^2}{E'},$$

as before. Numerical differentiation of the energy at the unrounded value of this stress gives $5.00000\ \mathrm{J/m^2}$.

The formula makes $S$ grow without limit as $a\to0$. It fails before that, because the near-tip term no longer describes the stress at the edge of the inelastic zone. With $\rho=r/a$, the ratio of full elastic stress to near-tip term is

$$\frac{1+\rho}{\sqrt{1+\rho/2}} .$$

At $r=31.8$ nm the full stress is already 9.3% above the near-tip term; at 8 nm it is 2.4% above. For a strength of 0.5 GPa the 250 MPa is half the strength, and the inelastic zone is not small compared with $a$, so the value is then only approximate. The 250 MPa is also not a strength for a film on silicon, where the free surface and the substrate change $K$ at a given stress.

## Variation 2: what if the inputs change?

**Question.** (a) Moisture is assumed to halve the energy needed for growth, with $E'$ fixed. What is the new critical $K$? (b) For $\nu=0.25$, what error follows from using $E$ in place of $E'$, with $G_c$ fixed?

**Solution.** (a) $K$ varies as $\sqrt G$, so

$$K=\frac{0.2236}{\sqrt2}\ \mathrm{MPa\,\sqrt m}=0.158\ \mathrm{MPa\,\sqrt m},$$

which is 29% below the original value. The factor of one half is a rough assumption; the real reduction depends on the film, the humidity and the crack speed considered.

(b) Here $E=(1-0.25^2)\times10\ \mathrm{GPa}=9.375$ GPa, and

$$K=\sqrt{(5\ \mathrm{N/m})(9.375\times10^9\ \mathrm{N/m^2})}=0.217\ \mathrm{MPa\,\sqrt m}.$$

This is 3.2% below the correct value, since the ratio is $\sqrt{1-\nu^2}=0.968$. For these numbers, the assumed effect of moisture is about nine times the error from confusing the moduli. The numerical output below lists the values used here.

## Calculated quantities

```
INPUTS (rough typical organosilicate film)
toughness Gc = 5.0 J/m^2
plane-strain modulus E' = 10.0 GPa
Poisson ratio = 0.25
Young modulus E = 9.375 GPa
film thickness = 500 nm
CONVERSION
product Gc E' = 5.000e+10 N^2/m^3
Kc = 2.2361e+05 Pa sqrt(m)
Kc = 0.2236 MPa sqrt(m)
CHECKS OF THE RELATION
stress 1 nm ahead of tip = 2.821 GPa
opening 1 nm behind tip = 2.257 nm
closure energy, nu = 0.25: 5.00000 J/m^2
closure energy, nu = 0.40: 5.00000 J/m^2
REFERENCE CRACK IN UNBOUNDED MATERIAL
crack length 2a = 500 nm
fracture stress = 252.3 MPa
K read from its stress field = 0.2236 MPa sqrt(m)
G from its energy derivative = 5.00000 J/m^2
NEGLECTED EFFECTS
assumed local strength = 0.5 GPa
  distance where stress reaches it = 31.83 nm
  distance / film thickness = 6.4 %
  full stress above near-tip term by 9.3 %
assumed local strength = 1.0 GPa
  distance where stress reaches it = 7.96 nm
  distance / film thickness = 1.6 %
  full stress above near-tip term by 2.4 %
K if moisture halves the energy = 0.1581 MPa sqrt(m)
  change from Kc = -29.3 %
K if E is used for E' = 0.2165 MPa sqrt(m)
  change from Kc = -3.2 %
```
